# Why the strongest-bound overlayer need not be the most stable

## What symmetry and dimensions allow

An overlayer covers a surface of area $A$ and exchanges adsorbates with a gas. The gas fixes the chemical potential, and the number of adsorbates adjusts. Away from island edges, doubling the area doubles every extensive quantity, so competing overlayers must be compared by an energy per area, $\gamma$.

Let an ordered overlayer have coverage $\theta$ (adsorbates per substrate site), site area $a$ and average adsorption energy $\varepsilon$ per adsorbate, negative for binding. Let $\Delta\mu$ be the chemical potential of the adsorbate in the gas. Both $\varepsilon$ and $\Delta\mu$ are measured from the same reference energy $E_{\rm ref}$ per particle. That reference is a convention. Changing it adds the same constant to $\varepsilon$ and to $\Delta\mu$ and cannot change which surface is stable, so $\gamma$ can contain them only as $\varepsilon-\Delta\mu$. Since $\gamma$ is an energy per area,

$$\gamma=\frac{C(\theta)}{a}\,(\varepsilon-\Delta\mu),$$

with $C$ dimensionless. For a fixed structure, raising the chemical potential lowers the grand potential at a rate equal to the number of particles, so $\partial\gamma/\partial\Delta\mu=-\theta/a$. Hence $C=\theta$.

Direct counting gives the same result. With $N=\theta A/a$ adsorbates, the definition of the average adsorption energy is

$$N\varepsilon=E_{\rm slab+ads}-E_{\rm slab}-NE_{\rm ref}.$$

Forming the overlayer takes $N$ particles from the gas at the price $E_{\rm ref}+\Delta\mu$ each. The change in grand potential is

$$E_{\rm slab+ads}-E_{\rm slab}-N(E_{\rm ref}+\Delta\mu)=N(\varepsilon-\Delta\mu),$$

and division by $A$ gives

$$\boxed{\gamma=\frac{\theta}{a}\,(\varepsilon-\Delta\mu)}$$

The clean surface has $\gamma=0$. Vibrational free energies are neglected here; if they matter, their change per adsorbate is added to $\varepsilon$. Configurational disorder is also neglected until the section on temperature.

The misconception is to rank overlayers by $\varepsilon$. This drops the factor $\theta$: a weakly bound layer can win because it places more adsorbates on each unit of area. Ranking by $\theta\varepsilon$ is not a full cure, because that product depends on the reference energy. It gives the right order at $\Delta\mu=0$, where it equals $a\gamma$.

## A lattice on which the ranking fails

Take a square lattice of sites, each empty or singly occupied. An isolated adsorbate has energy $E_0=-1.00$ eV. Pairs of adsorbates interact with

- $V_1=0.15$ eV between first neighbours,
- $V_2=0.05$ eV between second (diagonal) neighbours,
- $V_3=-0.05$ eV between third neighbours, two lattice spacings apart along a row or column.

These are model parameters. Each site has four neighbours of each kind, and each pair is shared by two sites, so there are two pairs of each kind per site.

**Coverage 1/4.** The adsorbates form a square array of spacing two. Each has four third neighbours and no closer ones. Half of each pair energy belongs to each partner, so

$$\varepsilon_{1/4}=E_0+2V_3=-1.10\ \text{eV}.$$

**Coverage 1/2.** The adsorbates form a checkerboard. Each has four second and four third neighbours:

$$\varepsilon_{1/2}=E_0+2V_2+2V_3=-1.00\ \text{eV}.$$

**Coverage 3/4.** The vacancies form the square array of spacing two. Start from two pairs of each kind per site. A vacancy removes four pairs of each kind, which is one per site at vacancy density 1/4. A pair joining two vacancies has then been removed twice and must be restored once. Such pairs are all third neighbours, and there are $2\times\tfrac14=\tfrac12$ of them per site. The remaining numbers of pairs per site are 1, 1 and 3/2, so

$$\theta\varepsilon=\tfrac34E_0+V_1+V_2+\tfrac32V_3=-0.625\ \text{eV},\qquad \varepsilon_{3/4}=-0.833\ \text{eV}.$$

**Coverage 1.** All pairs are present:

$$\varepsilon_1=E_0+2V_1+2V_2+2V_3=-0.70\ \text{eV}.$$

The quarter layer binds most strongly per adsorbate and the full layer most weakly. Now set $\Delta\mu=-0.20$ eV. On four sites, the quarter layer places one adsorbate, which gains 0.90 eV. The full layer places four, each gaining 0.50 eV, or 2.00 eV in total. The full layer wins. Its grand potential is $-0.50$ eV per site, and with $a=0.080$ nm² this is $\gamma=-6.25$ eV/nm², or $-1.00$ J/m².

The table gives $a\gamma=\theta(\varepsilon-\Delta\mu)$ in eV per site at four chemical potentials. The lowest entry of each row is in bold.

| $\Delta\mu$ (eV) | 1/4 | 1/2 | 3/4 | 1 |
|---|---|---|---|---|
| −1.00 | **−0.025** | 0.000 | 0.125 | 0.300 |
| −0.70 | −0.100 | **−0.150** | −0.100 | 0.000 |
| −0.40 | −0.175 | −0.300 | **−0.325** | −0.300 |
| −0.20 | −0.225 | −0.400 | −0.475 | **−0.500** |

Each layer wins somewhere, although the ranking by $\varepsilon$ is the same in every row.

## No other layer intervenes

The comparison is complete only if no unlisted arrangement lies lower. For this model that can be proved on the infinite lattice.

First treat the attraction. For occupations $n,n'$ equal to 0 or 1, $nn'\le(n+n')/2$. Multiplying by the negative number $V_3$ reverses the inequality: $V_3nn'\ge V_3(n+n')/2$. Each site belongs to four third-neighbour pairs, so summing over pairs gives at least $4V_3/2=2V_3$ per adsorbate.

Next divide the repulsion among the 2×2 squares of sites. There is one such square per site. A first-neighbour pair is an edge shared by two squares and contributes $V_1/2$ to each; a diagonal pair lies in one square. Let $w_k$ be the lowest repulsion in a square with $k$ adsorbates:

$$w_0=w_1=0,\quad w_2=V_2,\quad w_3=V_1+V_2,\quad w_4=2V_1+2V_2.$$

For $k=2$ the diagonal placement is chosen because $V_2<V_1/2$. Three adsorbates make two edges and one diagonal; four make four edges and two diagonals. The successive increments are $0,\ V_2,\ V_1,\ V_1+V_2$. They increase, so the points $(k,w_k)$ joined by straight lines form a convex function $w$.

The average of $k$ over all squares is $4\theta$, since each site lies in four squares. The average of a convex function is at least the function of the average. Writing $g=\theta\varepsilon$ for the adsorption energy per site,

$$g\ \ge\ (E_0+2V_3)\,\theta+w(4\theta).$$

The four layers above and the clean surface reach this bound at its corners. For any $\Delta\mu$, subtracting $\theta\Delta\mu$ from the bound leaves a piecewise linear function of $\theta$, whose minimum is reached at a corner. No other arrangement can lie below the five phases.

## Where one layer gives way to the next

Two layers $i$ and $j$ are equally stable when $\theta_i(\varepsilon_i-\Delta\mu)=\theta_j(\varepsilon_j-\Delta\mu)$. Collecting the terms in $\Delta\mu$ gives $(\theta_j-\theta_i)\Delta\mu=\theta_j\varepsilon_j-\theta_i\varepsilon_i$, so the boundary lies at

$$\boxed{d_{ij}=\frac{\theta_j\varepsilon_j-\theta_i\varepsilon_i}{\theta_j-\theta_i}}$$

This is the differential adsorption energy: the energy change per added adsorbate when layer $i$ is converted into layer $j$. In the example,

$$d_{0,1/4}=\frac{-0.275}{0.25}=-1.10\ \text{eV},\qquad d_{1/4,1/2}=\frac{-0.500+0.275}{0.25}=-0.90\ \text{eV},$$

$$d_{1/2,3/4}=\frac{-0.625+0.500}{0.25}=-0.50\ \text{eV},\qquad d_{3/4,1}=\frac{-0.700+0.625}{0.25}=-0.30\ \text{eV}.$$

The difference from the averages has a simple origin. An adsorbate added to the checkerboard meets four first neighbours that are already there. Its second and third neighbours in the checkerboard are empty, so a single newcomer would cost $E_0+4V_1=-0.40$ eV. In the 3/4 layer the newcomers form a square array of spacing two, so each has four third neighbours among the other newcomers and keeps half of each such pair, $2V_3$. The differential energy charges all four repulsions to the newcomer and adds this attraction, giving $E_0+4V_1+2V_3=-0.50$ eV. The average $\varepsilon_{3/4}$ spreads this cost over all adsorbates, including those present before.

The condition $\Delta\mu>\varepsilon_j$ does have a meaning: layer $j$ is then more stable than the clean surface. It does not show that $j$ is more stable than the layer already present. At $\Delta\mu=-0.70$ eV the full layer just equals the clean surface, while the checkerboard lies 0.15 eV per site below both.

## The general statement

Consider a finite list of ordered phases on the same substrate, including the clean surface with $\theta=0$ and $g=0$. If several phases share a coverage, keep the one with the lowest $\varepsilon$; at equal coverage, average binding does decide. The following then holds in equilibrium.

1. A phase is stable over a range of $\Delta\mu$ of nonzero width if and only if its point $(\theta,g)$ is a corner of the lower convex hull of all the points.
2. Equilibrium coverage does not fall as $\Delta\mu$ rises.
3. The first phase to replace the clean surface is the one with the lowest $\varepsilon$, at $\Delta\mu=\varepsilon$ (if the lowest value is not shared).
4. If $i$ and $j$ are successive stable phases with $0<\theta_i<\theta_j$, then $\varepsilon_i<\varepsilon_j<d_{ij}$.

**Proof of 1.** From the definition of $d_{ij}$, $g_j-g_i=(\theta_j-\theta_i)d_{ij}$. Therefore

$$a(\gamma_j-\gamma_i)=g_j-g_i-(\theta_j-\theta_i)\Delta\mu=(\theta_j-\theta_i)(d_{ij}-\Delta\mu).$$

The denser phase of a pair wins above $d_{ij}$ and the sparser one below it. So phase $i$ beats every sparser phase $k$ when $\Delta\mu$ exceeds all $d_{ki}$, and every denser phase $j$ when $\Delta\mu$ is below all $d_{ij}$. A range of nonzero width remains if and only if every $d_{ki}$ is smaller than every $d_{ij}$. These are the slopes of the lines from point $i$ to points on its left and right. Left slopes smaller than right slopes mean that point $i$ lies below every chord joining a sparser phase to a denser one, which is the condition for a corner of the hull. The sparsest and densest phases have no points on one side, and their ranges are unbounded on that side.

**Proof of 2.** Let $i$ be stable at $\Delta\mu$ and $j$ at a larger value $\Delta\mu'$. Then

$$g_i-\theta_i\Delta\mu\le g_j-\theta_j\Delta\mu,\qquad g_j-\theta_j\Delta\mu'\le g_i-\theta_i\Delta\mu'.$$

Adding the two and cancelling $g_i+g_j$ gives $(\theta_j-\theta_i)(\Delta\mu'-\Delta\mu)\ge0$, so $\theta_j\ge\theta_i$.

**Proof of 3.** A phase has $\gamma<0$ when $\Delta\mu>\varepsilon$. As $\Delta\mu$ rises from very low values, the phase with the lowest $\varepsilon$ meets this condition first.

**Proof of 4.** The clean surface is sparser than $i$, and its boundary with $i$ is $d_{0i}=g_i/\theta_i=\varepsilon_i$. Since $i$ is stable over a range of nonzero width, $\varepsilon_i<d_{ij}$. Solving the definition of $d_{ij}$ for $\varepsilon_j$ gives

$$\varepsilon_j=\frac{\theta_i}{\theta_j}\,\varepsilon_i+\frac{\theta_j-\theta_i}{\theta_j}\,d_{ij}.$$

The weights are positive and add to one, so $\varepsilon_j$ lies strictly between $\varepsilon_i$ and $d_{ij}$. $\square$

Along a sequence of stable layers, average binding therefore weakens as coverage grows. After the first layer, each new one appears at a higher chemical potential than its own average energy suggests. If coverage can vary smoothly, letting $\theta_j\to\theta_i$ turns $d_{ij}$ into $dg/d\theta=\varepsilon+\theta\,d\varepsilon/d\theta$. This equals the average when $\varepsilon$ does not depend on coverage, or in the limit $\theta\to0$ if the derivative stays finite.

A layer above the hull shows how little strong average binding guarantees. In a periodic cell of 4×4 sites, the lowest arrangement of ten adsorbates has $\varepsilon=-0.89$ eV. It binds more strongly per adsorbate than the stable 3/4 layer, at $-0.833$ eV. Its energy per cell is $10\times(-0.89)=-8.90$ eV. The chord between the 1/2 and 3/4 layers passes through $16\times\tfrac12(-0.500-0.625)=-9.00$ eV at the same coverage. This arrangement lies 0.10 eV per cell above the chord and is not stable at any $\Delta\mu$. The height is particular to the 4×4 cell; a periodic 8×2 cell, for example, holds a 5/8 arrangement only 0.05 eV per cell above the chord, but by the bound proved above none falls below it.

## When the number of adsorbates is fixed

The strongest average binding does decide a different problem. Suppose $N$ adsorbates are confined to the surface and can gather into islands whose edge energy is negligible. Every arrangement has energy at least $N\varepsilon_{\min}$, and this value is reached if the best-bound phase has room for them all. In the example, 16 adsorbates per 128 sites form quarter-layer islands at $-1.10$ eV each and leave half the surface bare. These counts, and those below, are proportions of a large surface. An actual island of only 16 adsorbates is not free of edge energy: a compact 4×4 island has 24 third-neighbour pairs instead of 32 and averages $-1.075$ eV.

With 48 adsorbates on the same area, the quarter layer, which holds 32, no longer suffices. The lowest energy is a mixture: 64 sites of quarter layer hold 16 adsorbates and 64 sites of half layer hold 32. The mean energy is

$$\frac{16(-1.10)+32(-1.00)}{48}=-1.033\ \text{eV}.$$

No division of the area does better. At $\Delta\mu=-0.90$ eV these two phases share the lowest $\gamma$, so the mixture minimises the total energy minus $N\Delta\mu$, and $N$ is fixed. Going from 32 to 48 adsorbates changes the energy by $-0.90$ eV per added adsorbate, the differential value.

## Pressure and temperature

For an ideal gas whose particles adsorb without dissociating, $\Delta\mu$ changes by $kT\ln(p_2/p_1)$ between two pressures at the same temperature. Placing the onset of layer $j$ at $\varepsilon_j$ instead of $d_{ij}$ therefore misjudges the pressure by the factor

$$\frac{p_{\rm true}}{p_{\rm average}}=\exp\!\left(\frac{d_{ij}-\varepsilon_j}{kT}\right).$$

At 300 K, $kT=0.02585$ eV. For the full layer the exponent is $0.40/0.02585\approx15.5$, and the required pressure is about $5\times10^6$ times the one inferred from the average. For the half and 3/4 layers the factors are about 50 and $4\times10^5$. For the quarter layer the factor is 1, as statement 3 requires. The factors are ratios of pressures as long as the gas is ideal at both ends; otherwise they are ratios of fugacities. For a molecule like CO, measured from its ground-state energy, $\Delta\mu\approx-0.52$ eV at 300 K and 1 bar. Then $-0.70$ eV corresponds to about $10^{-3}$ bar, while $-0.30$ eV would require about $6\times10^3$ bar, far outside the ideal-gas range.

These factors use the energies of perfectly ordered layers. Disorder shifts the steps in coverage and, in a finite cell, rounds them, but one result survives it. Replace every adsorbate by a vacancy and every vacancy by an adsorbate on a periodic lattice of $M$ sites. Of the $2M$ pairs of each kind, $4N$ are removed and those counted twice are restored. The energy minus $\Delta\mu$ times the number of adsorbates then changes by

$$(M-2N)\,(E_0+2V_1+2V_2+2V_3-\Delta\mu).$$

This vanishes for every configuration when $\Delta\mu=\varepsilon_1=-0.70$ eV. Filled and empty sites are then statistically equivalent, and the mean coverage is one half at any temperature above zero. The chemical potential at which the average energy would announce a full layer gives a half-covered surface.

The numerical check enumerates all occupations of the 4×4 cell. At 300 K the midpoints of its four coverage steps lie at $-1.109$, $-0.896$, $-0.504$ and $-0.291$ eV, within 0.01 eV of the differential energies. These offsets are almost wholly a finite-cell effect, not a measure of disorder. The clean surface and the four layers fit the cell in 1, 4, 2, 4 and 1 equivalent ways, and each step adds four adsorbates. A step is therefore shifted by $-kT/4$ times the logarithm of the ratio of placements after and before it: $-0.009$, $+0.004$, $-0.004$ and $+0.009$ eV. This shift vanishes as the cell grows. So small a cell cannot show whether long-range order survives at 300 K on an extended surface. Where it does not, the sharp boundaries are replaced by a continuous isotherm, and the free energy of the disordered layer must take the place of $g$.

## Numbers as computed

```
site energy E0 = -1.00 eV
pair energies V1, V2, V3 = 0.15, 0.05, -0.05 eV
site area = 0.080 nm^2
coverage | average eps (eV) | theta*eps (eV/site) | placements
  0.25 | -1.1000 | -0.2750 | 4
  0.50 | -1.0000 | -0.5000 | 2
  0.75 | -0.8333 | -0.6250 | 4
  1.00 | -0.7000 | -0.7000 | 1
boundary | differential energy (eV) | jump in sweep (eV)
  0.00->0.25 | -1.1000 | -1.100
  0.25->0.50 | -0.9000 | -0.900
  0.50->0.75 | -0.5000 | -0.500
  0.75->1.00 | -0.3000 | -0.300
gamma*site area (eV/site) for coverage 0.25, 0.50, 0.75, 1.00
  dmu -1.00 eV: -0.0250, 0.0000, 0.1250, 0.3000; stable 0.25
  dmu -0.70 eV: -0.1000, -0.1500, -0.1000, 0.0000; stable 0.50
  dmu -0.40 eV: -0.1750, -0.3000, -0.3250, -0.3000; stable 0.75
  dmu -0.20 eV: -0.2250, -0.4000, -0.4750, -0.5000; stable 1.00
full layer, dmu -0.20 eV: gamma = -6.250 eV/nm^2
  the same = -1.001 J/m^2
5/8 layer: average eps = -0.8900 eV
5/8 layer: height above hull = 0.1000 eV per 16 sites
closed, 16 on 128 sites: mean energy = -1.1000 eV
closed, 48 on 128 sites: mean energy = -1.0333 eV
closed, 32 to 48: energy per added one = -0.9000 eV
midpoints of exact 4x4 isotherm: boundary | 100 K (eV) | 300 K (eV)
  0.00->0.25 | -1.1030 | -1.1086
  0.25->0.50 | -0.8985 | -0.8956
  0.50->0.75 | -0.5015 | -0.5044
  0.75->1.00 | -0.2970 | -0.2914
mean coverage at dmu -0.70 eV, 300 K = 0.5000
kT at 300 K = 0.02585 eV
pressure at true boundary / pressure from average eps, 300 K
  onset of 0.25: 1
  onset of 0.50: 47.9
  onset of 0.75: 3.98e+05
  onset of 1.00: 5.24e+06
```
